# Exact diagonalisation on the Haldane sphere and the unique Laughlin zero mode: test program

```python
# Result under test: for N spin-polarised electrons in the lowest Landau level
# of a sphere with 2Q flux quanta, the repulsion acting only on pairs of total
# angular momentum J = 2Q-1 (relative angular momentum m = 1) has exactly one
# zero-energy state at 2Q = 3(N-1): the Laughlin state prod (u_i v_j - v_i u_j)^3.
# With 2Q = 3(N-1)+p there are binomial(N+p, N) zero modes (none for p < 0).
# Symbols: n = Q + m_z = 0..2Q labels orbitals, J = 2Q - m labels pair states,
# M is the total z projection, L the total angular momentum, l the magnetic
# length, R = sqrt(Q) l the sphere radius. Coulomb energies: e^2/(4 pi eps l).
from itertools import combinations
from math import comb, factorial, prod, sqrt
import numpy as np
from scipy.special import beta, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def coupling_tables(twoQ):
    """table[J][n1, n2] = <Q m1 Q m2 | J, m1+m2>, by lowering the top state."""
    d = twoQ + 1
    lower = np.zeros((d, d))
    for n in range(1, d):
        lower[n - 1, n] = sqrt(n * (twoQ - n + 1))
    tables = {}
    for m in range(d):
        J = twoQ - m
        state = np.zeros((d, d))
        for k in range(m + 1):
            norm = sqrt(comb(twoQ, k) * comb(twoQ, m - k))
            state[twoQ - k, twoQ - m + k] = (-1) ** k * comb(m, k) / norm
        state /= np.linalg.norm(state)
        total = state.copy()
        for M in range(J, -J, -1):
            state = lower @ state + state @ lower.T
            state /= sqrt((J + M) * (J - M + 1))
            total += state
        tables[J] = total
    return tables


def sectors(N, twoQ):
    """Determinants (ascending n) grouped by the sum of n = M + N Q."""
    groups = {}
    for occ in combinations(range(twoQ + 1), N):
        groups.setdefault(sum(occ), []).append(occ)
    return groups


def remove_pairs(states):
    """All ways to annihilate two electrons: row, column, sign, n1, n2."""
    index, records = {}, []
    for col, s in enumerate(states):
        for i, j in combinations(range(len(s)), 2):
            rest = s[:i] + s[i + 1:j] + s[j + 1:]
            row = index.setdefault(rest, len(index))
            records.append((row, col, (-1) ** (i + j + 1), s[i], s[j]))
    return np.array(records), (len(index), len(states))


def pair_operator(removal, table):
    """Sum over pairs of the projector on one J, inside one M sector."""
    records, shape = removal
    row, col, sign, a, b = records.T
    D = np.zeros(shape)
    D[row, col] = sqrt(2) * sign * table[a, b]
    return D.T @ D


def total_L2(states, upper, twoQ):
    """L^2 in the M = 0 sector from one-body raising operators."""
    index = {s: i for i, s in enumerate(upper)}
    raising = np.zeros((len(upper), len(states)))
    for col, s in enumerate(states):
        for i, n in enumerate(s):
            if n < twoQ and n + 1 not in s:
                t = s[:i] + (n + 1,) + s[i + 1:]
                raising[index[t], col] += sqrt((twoQ - n) * (n + 1))
    return raising.T @ raising


def laughlin_vector(N, states):
    """Exact integer expansion of prod (z_i-z_j)^3, then orbital norms."""
    top = 3 * (N - 1)
    poly = np.zeros((top + 1,) * (N - 1), dtype=np.int64)
    poly[(0,) * (N - 1)] = 1
    for i, j in combinations(range(N), 2):
        for _ in range(3):      # last variable set to 1: total degree is known
            second = np.roll(poly, 1, axis=j) if j < N - 1 else poly
            poly = np.roll(poly, 1, axis=i) - second
    integers = np.array([int(poly[s[:-1]]) for s in states])
    norms = np.array([sqrt(prod(comb(top, n) for n in s)) for s in states])
    vector = integers / norms
    return integers, vector / np.linalg.norm(vector)


def v1_spectrum(N, twoQ):
    """Whole spectrum (all M) of the m = 1 repulsion in units of V1."""
    table = coupling_tables(twoQ)[twoQ - 1]
    return np.concatenate([
        np.linalg.eigvalsh(pair_operator(remove_pairs(states), table))
        for states in sectors(N, twoQ).values()])


def coulomb_pseudopotential(twoQ, J):
    m, radius = twoQ - J, sqrt(twoQ / 2)
    top = sum(comb(J, k) ** 2 * beta(k + 1, m + 0.5) for k in range(J + 1))
    bottom = sum(comb(J, k) ** 2 * beta(k + 1, m + 1) for k in range(J + 1))
    return top / bottom / (2 * radius)


def coulomb_matrix_M0(twoQ):
    """Two-body Coulomb matrix at M = 0 from multipole integrals."""
    x, w = np.polynomial.legendre.leggauss(50)
    p, d = (1 + x) / 2, twoQ + 1

    def moment(n1, n3, k):
        s, q = n1 + n3, abs(n1 - n3)
        density = p ** (s / 2) * (1 - p) ** (twoQ - s / 2)
        norm = d / 2 * sqrt(comb(twoQ, n1) * comb(twoQ, n3))
        return norm * np.sum(w * density * lpmv(q, k, x))

    V = np.zeros((d, d))
    for a in range(d):
        for c in range(d):
            q = abs(a - c)
            V[a, c] = sum(factorial(k - q) / factorial(k + q)
                          * moment(a, c, k) * moment(twoQ - a, twoQ - c, k)
                          for k in range(q, d))
    return V / sqrt(twoQ / 2)


def L_of(vector, L2):
    value = vector @ L2 @ vector
    L = (sqrt(1 + 4 * max(value, 0.0)) - 1) / 2
    assert abs(L - round(L)) < 1e-5
    return round(L)


# Coupling coefficients against an independent symbolic routine
test_flux = 5
spin = Rational(test_flux, 2)
for J, table in coupling_tables(test_flux).items():
    for a in range(test_flux + 1):
        for b in range(test_flux + 1):
            M = a + b - test_flux
            exact = 0.0
            if abs(M) <= J:
                exact = float(clebsch_gordan(spin, spin, J, a - spin, b - spin, M))
            assert abs(table[a, b] - exact) < 1e-11

# Coulomb pseudopotentials against multipole integrals over the orbitals
flux6 = 15
tables6 = coupling_tables(flux6)
transform = np.array([[tables6[J][a, flux6 - a] for a in range(flux6 + 1)]
                      for J in range(flux6 + 1)])
assert np.allclose(transform @ transform.T, np.eye(flux6 + 1), atol=1e-9)
VJ = np.array([coulomb_pseudopotential(flux6, J) for J in range(flux6 + 1)])
assert np.allclose(transform @ coulomb_matrix_M0(flux6) @ transform.T,
                   np.diag(VJ), atol=1e-8)

# Small case shown in full: N = 3, 2Q = 6
table3 = coupling_tables(6)[5]
print("N=3, 2Q=6: sqrt(2)*<3 m1 3 m2|5 M>, dimensionless")
for M in range(5, -1, -1):
    items = [f"({a-3},{b-3}) {sqrt(2)*table3[a, b]:.5f}"
             for a in range(6, -1, -1) for b in range(a) if a + b - 6 == M]
    print(f" M={M}: " + "; ".join(items))
states3 = sectors(3, 6)[9]
H3 = pair_operator(remove_pairs(states3), table3)
integers3, laughlin3 = laughlin_vector(3, states3)
assert np.linalg.norm(H3 @ laughlin3) < 1e-12
print("N=3, M=0: occupied m_z | integer coefficient | amplitude")
for s, c, amp in zip(states3, integers3, laughlin3):
    print(f" {tuple(n - 3 for n in s)} | {c} | {amp:.6f}")
print("N=3 matrix of H/V1, same order of determinants")
for row in H3:
    print(" " + " ".join(f"{round(v, 5) + 0.0:9.5f}" for v in row))
print("N=3 eigenvalues at M=0 (V1): " + " ".join(
    f"{abs(round(e, 5)):.5f}" for e in np.linalg.eigvalsh(H3)))

# Number of zero modes in the full space, at, below and above Laughlin flux
print("N, 2Q, dimension, zero modes, lowest positive energy (V1)")
for N, shifts in ((3, range(-2, 4)), (4, range(-2, 4)), (5, (-1, 0, 1)), (6, (0,))):
    for p in shifts:
        twoQ = 3 * (N - 1) + p
        energies = v1_spectrum(N, twoQ)
        assert len(energies) == comb(twoQ + 1, N) and energies.min() > -1e-10
        zeros = int(np.sum(energies < 1e-9))
        gap = energies[energies >= 1e-9].min()
        assert gap > 1e-3
        assert zeros == (comb(N + p, N) if p >= 0 else 0)
        if p == 0 or (N == 4 and -1 <= p <= 2):
            print(f" {N}, {twoQ}, {len(energies)}, {zeros}, {gap:.5f}")

# The null vector is the Laughlin polynomial, and it has L = 0
for N in (3, 4, 5, 6):
    twoQ = 3 * (N - 1)
    groups = sectors(N, twoQ)
    middle = N * twoQ // 2
    states = groups[middle]
    removal = remove_pairs(states)
    tables = coupling_tables(twoQ)
    H1 = pair_operator(removal, tables[twoQ - 1])
    energy1, vectors1 = np.linalg.eigh(H1)
    laughlin = laughlin_vector(N, states)[1]
    L2 = total_L2(states, groups[middle + 1], twoQ)
    assert abs(abs(vectors1[:, 0] @ laughlin) - 1) < 1e-10
    assert np.linalg.norm(L2 @ laughlin) < 1e-9

# The loop ends with N = 6, 2Q = 15: operators for every allowed J
Q = twoQ / 2
pair_J = list(range(twoQ - 1, -1, -2))
HJ = {J: pair_operator(removal, tables[J]) for J in pair_J}
casimir = sum(J * (J + 1) * HJ[J] for J in pair_J)
assert np.allclose(casimir, L2 + N * (N - 2) * Q * (Q + 1) * np.eye(len(states)),
                   atol=1e-6)
HC = sum(VJ[J] * HJ[J] for J in pair_J)
energyC, vectorsC = np.linalg.eigh(HC)
ground = vectorsC[:, 0]
overlap = abs(ground @ laughlin)
laughlin_energy = laughlin @ HC @ laughlin
assert laughlin_energy >= energyC[0] and L_of(ground, L2) == 0
weightL = {J: laughlin @ HJ[J] @ laughlin for J in pair_J}
weightC = {J: ground @ HJ[J] @ ground for J in pair_J}
for weights in (weightL, weightC):
    assert abs(sum(weights.values()) - N * (N - 1) / 2) < 1e-8
assert abs(weightL[twoQ - 1]) < 1e-10

# Control: the Coulomb repulsion with V1 lowered to the value of V3
H_control = HC + (VJ[twoQ - 3] - VJ[twoQ - 1]) * HJ[twoQ - 1]
control_ground = np.linalg.eigh(H_control)[1][:, 0]
control_overlap = abs(control_ground @ laughlin)
assert control_overlap < overlap

unit = "e^2/(4 pi eps l)"
print(f"N={N}, 2Q={twoQ}: M=0 determinants {len(states)}, R = {sqrt(Q):.5f} l")
print(f"V1 model: gap {energy1[1]:.5f} V1, first excited L = {L_of(vectors1[:, 1], L2)}")
print(f"m, J, Coulomb V_m [{unit}], pairs: Laughlin, Coulomb")
for J in pair_J:
    print(f" {twoQ-J}, {J}, {VJ[J]:.6f}, {abs(weightL[J]):.6f}, {weightC[J]:.6f}")
print(f"Coulomb ground energy: {energyC[0]:.6f} {unit}")
print(f"Laughlin Coulomb energy: {laughlin_energy:.6f} {unit}")
print(f"Laughlin energy excess: {laughlin_energy - energyC[0]:.6f} {unit}")
print(f"Coulomb gap: {energyC[1] - energyC[0]:.6f} {unit}, "
      f"first excited L = {L_of(vectorsC[:, 1], L2)}")
print(f"Overlap |<Laughlin|Coulomb ground>|: {overlap:.6f}")
print(f"Overlap after lowering V1 to V3: {control_overlap:.6f}")
print("all good")
```

It prints:

```
N=3, 2Q=6: sqrt(2)*<3 m1 3 m2|5 M>, dimensionless
 M=5: (3,2) 1.00000
 M=4: (3,1) 1.00000
 M=3: (3,0) 0.81650; (2,1) 0.57735
 M=2: (3,-1) 0.57735; (2,0) 0.81650
 M=1: (3,-2) 0.34503; (2,-1) 0.80178; (1,0) 0.48795
 M=0: (3,-3) 0.15430; (2,-2) 0.61721; (1,-1) 0.77152
N=3, M=0: occupied m_z | integer coefficient | amplitude
 (-3, 0, 3) | -1 | -0.377964
 (-3, 1, 2) | 3 | 0.534522
 (-2, -1, 3) | 3 | 0.534522
 (-2, 0, 2) | -6 | -0.377964
 (-1, 0, 1) | 15 | 0.377964
N=3 matrix of H/V1, same order of determinants
   1.35714   0.47140   0.47140   0.09524   0.11905
   0.47140   0.78571   0.00000   0.47140  -0.16836
   0.47140   0.00000   0.78571   0.47140  -0.16836
   0.09524   0.47140   0.47140   1.71429   0.47619
   0.11905  -0.16836  -0.16836   0.47619   1.07143
N=3 eigenvalues at M=0 (V1): 0.00000 0.78571 1.04762 1.54762 2.33333
N, 2Q, dimension, zero modes, lowest positive energy (V1)
 3, 6, 35, 1, 0.78571
 4, 8, 126, 0, 0.71671
 4, 9, 210, 1, 0.68060
 4, 10, 330, 5, 0.65176
 4, 11, 495, 15, 0.62909
 5, 12, 1287, 1, 0.60932
 6, 15, 8008, 1, 0.58578
N=6, 2Q=15: M=0 determinants 338, R = 2.73861 l
V1 model: gap 0.58578 V1, first excited L = 5
m, J, Coulomb V_m [e^2/(4 pi eps l)], pairs: Laughlin, Coulomb
 1, 14, 0.478100, 0.000000, 0.011739
 3, 12, 0.309208, 6.141830, 5.972456
 5, 10, 0.252607, 3.022128, 3.357286
 7, 8, 0.223707, 1.861176, 1.828954
 9, 6, 0.206783, 1.791554, 1.543659
 11, 4, 0.196556, 1.286920, 1.246034
 13, 2, 0.190786, 0.742014, 0.848526
 15, 0, 0.188464, 0.154378, 0.191346
Coulomb ground energy: 3.871635 e^2/(4 pi eps l)
Laughlin Coulomb energy: 3.872948 e^2/(4 pi eps l)
Laughlin energy excess: 0.001313 e^2/(4 pi eps l)
Coulomb gap: 0.082035 e^2/(4 pi eps l), first excited L = 4
Overlap |<Laughlin|Coulomb ground>|: 0.996446
Overlap after lowering V1 to V3: 0.046582
all good
```
